Power-Law Doping, Varactor Capacitance and Linear Tuning of an LC Circuit

**The device.** A metal contact, or a very heavily doped p region, fills x < 0. An n-type layer of permittivity ε fills x > 0, with donor density N(x). The reverse bias is V, the built-in voltage is Vbi, and q is the positive elementary charge.

Use the depletion approximation: there are no mobile electrons for 0 < x < W, and the layer is neutral, with zero field, for x > W. Neglect the width and the voltage drop on the contact side, take Vbi as constant, and let W stay inside the layer. C is the small-signal capacitance per unit area and A the junction area. SI-based units are used.

**(a) Find the relation between V + Vbi and W for a general N(x). Evaluate it for N = B xᵐ, and state which m are allowed.**

The donors are positive, so the field points towards the contact, in the −x direction. Let E(x) be its magnitude, so that the field component along x is −E. Gauss's law reads

d(−E)/dx = qN/ε.

Integrating from x to W, with E(W) = 0, gives

E(x) = (q/ε) ∫ₓᵂ N(x′) dx′.

The potential rises from the contact to the depletion edge by

V + Vbi = ∫₀ᵂ E(x) dx = (q/ε) ∫₀ᵂ dx ∫ₓᵂ dx′ N(x′).

The integration region is 0 < x < x′ < W. Since N is not negative, the order of integration may be exchanged. At fixed x′ the integral over x gives a factor x′, so

V + Vbi = (q/ε) ∫₀ᵂ x N(x) dx.   (1)

A donor thus contributes to the voltage in proportion to its distance from the contact. For the power law,

V + Vbi = (qB/ε) ∫₀ᵂ xᵐ⁺¹ dx = qB Wᵐ⁺² / [ε(m + 2)].   (2)

The integral converges at x = 0 if m > −2. At m = −2 it diverges logarithmically, and below that as a power.

**(b) Find C in terms of W for a general profile.**

When the bias rises slightly, the edge moves from W to W + dW and uncovers the donor charge per area

dQ = q N(W) dW.

An equal and opposite charge appears at the contact. Since Vbi is constant, differentiating (1) with respect to its upper limit gives

dV = (q/ε) W N(W) dW.

The factor N(W) cancels in the ratio:

C = dQ/dV = ε/W.   (3)

This is the capacitance of two plates a distance W apart, because the added charges sit at the contact and at the depletion edge. The profile decides how fast W moves with bias, but does not enter (3) separately.

**(c) Deduce how C depends on voltage for N = B xᵐ. Check uniform and linearly rising doping.**

Equation (2) gives

Wᵐ⁺² = ε(m + 2)(V + Vbi)/(qB),

W = [ε(m + 2)(V + Vbi)/(qB)]^(1/(m+2)).

Inserting this in (3),

C = ε [qB / (ε(m + 2)(V + Vbi))]^(1/(m+2)) ∝ (V + Vbi)^(−1/(m+2)).   (4)

For uniform doping, m = 0 and C ∝ (V + Vbi)^(−1/2). For doping that rises linearly from the contact, m = 1 and the exponent is −1/3. In the second case the advancing edge meets ever more donors, so a given relative rise in V + Vbi changes W and C by a smaller fraction. A negative m has the opposite effect.

**(d) The diode is connected to an inductance L through a large blocking capacitor. Which m makes the resonance frequency f linear in V? Give the slope.**

Let v be the small alternating voltage on the diode and i the current charging it. The blocking capacitor has negligible alternating voltage, and losses and other capacitances are neglected. Then

C A dv/dt = i,   L di/dt = −v.

Differentiating the first equation and inserting the second gives d²v/dt² = −v/(LCA), so

f = 1/[2π√(LCA)].   (5)

With (4), f ∝ (V + Vbi)ᵖ, where p = 1/[2(m + 2)]. The second derivative with respect to V is proportional to p(p − 1)(V + Vbi)ᵖ⁻². It vanishes over a range of bias if p = 0 or p = 1. Since m > −2 makes p positive and finite, p = 1 is required:

2(m + 2) = 1,   m = −3/2.

Doping that falls with distance from the junction, as here, is called hyperabrupt. Now m + 2 = 1/2, and (4) becomes

C = ε [2qB/(ε(V + Vbi))]² = 4q²B² / [ε(V + Vbi)²].

Its square root is √C = 2qB/[√ε (V + Vbi)], and (5) gives

f = K(V + Vbi),   K = √ε / [4πqB√(LA)].   (6)

**(e) Why can N = B x^(−3/2) not hold down to x = 0? Replace it by N = N₀ for x ≤ x₀ and N = N₀(x/x₀)ᵐ for x > x₀. Find C for W > x₀, and decide whether the frequency for m = −3/2 is still linear.**

For m = −3/2, the donor charge between a small distance a and W is

qB ∫ₐᵂ x^(−3/2) dx = 2qB (a^(−1/2) − W^(−1/2)).

It diverges as a → 0, and so does the contact field. Among the allowed powers, the same happens for −2 < m ≤ −1, logarithmically at m = −1. The voltage and the charge differences used in (b) remain finite, which is why the formal calculation worked. A real layer nevertheless needs a finite density at the contact.

For the capped profile, (1) splits at x₀:

V + Vbi = (q/ε) { N₀x₀²/2 + N₀x₀⁻ᵐ [Wᵐ⁺² − x₀ᵐ⁺²]/(m + 2) }.

Define the voltage u = qN₀x₀²/ε. Then

V + Vbi = u { 1/2 + [(W/x₀)ᵐ⁺² − 1]/(m + 2) }.

Move the constants to the left and use 1/(m + 2) − 1/2 = −m/[2(m + 2)]:

V + Vbi + δ = u (W/x₀)ᵐ⁺²/(m + 2),   δ = −m u/[2(m + 2)].   (7)

Equation (3) still holds, so

C = (ε/x₀) { u/[(m + 2)(V + Vbi + δ)] }^(1/(m+2)).

The exponent is unchanged; the cap adds a constant to the voltage. If x₀ → 0 at fixed B = N₀x₀⁻ᵐ, then u = qBx₀ᵐ⁺²/ε → 0. The shift δ vanishes and (4) returns.

For m = −3/2, δ = 3u/2 and (7) reads V + Vbi + δ = 2u√(W/x₀). Hence

W = x₀ [(V + Vbi + δ)/(2u)]².   (8)

Inserting C = ε/W in (5) gives f = √W/[2π√(LεA)], or

f = K(V + Vbi + δ),   K = √x₀ / [4πu√(LεA)].   (9)

The frequency is still linear within the depletion model. The slope agrees with (6), because here u = qB√x₀/ε. The condition W > x₀ means V + Vbi + δ > 2u, or V + Vbi > u/2. The line therefore cannot be followed down to f = 0.

The argument also runs backwards. Linear f requires √W to be linear in V, so V = g√W − constant. Then dV/dW = g/(2√W), while (b) gives dV/dW = qWN(W)/ε. Equating them,

N(W) = εg/(2q) · W^(−3/2).

In this model, linear tuning therefore fixes the profile throughout the range swept by the edge. The doping closer to the contact enters (1) as a constant, so in C and f it affects δ alone; it also changes the field at the contact.

**(f) A model diode has relative permittivity 12, N₀ = 5 × 10¹⁶ cm⁻³, x₀ = 0.1 µm, m = −3/2, Vbi = 0.8 V and A = 10⁻³ cm². The inductance is 1 µH. Find the tuning between 0 and 8 V and the largest contact field.**

In SI units N₀ = 5 × 10²² m⁻³, x₀ = 10⁻⁷ m and A = 10⁻⁷ m². The voltage scale is

u = (1.602 × 10⁻¹⁹)(5 × 10²²)(10⁻¹⁴)/(12 × 8.854 × 10⁻¹²) = 0.754 V.

Thus δ = 1.5u = 1.131 V and Vbi + δ = 1.931 V. Equation (9) gives K = 10.24 MHz/V. The condition V + Vbi > u/2 = 0.377 V holds from zero bias upwards.

At 4 V the sum V + Vbi + δ is 5.931 V, so (8) and (9) give

W = 0.1 µm × (5.931/1.508)² = 1.547 µm,

CA = εA/W = 6.87 pF,

f = 10.24 × 5.931 = 60.7 MHz.

At 0 V the same steps give 64.8 pF and 19.8 MHz; at 8 V they give 2.45 pF and 101.7 MHz. The frequency rises by a factor 5.1, which is the square root of the capacitance ratio 26.5. Uniform doping with the same Vbi would give a factor (8.8/0.8)^(1/4) = 1.8.

The contact field follows from the total uncovered charge:

E(0) = (qN₀x₀/ε)[1 + 2(1 − √(x₀/W))] = (u/x₀)[3 − 2√(x₀/W)].

It grows with W and is 2.03 × 10⁷ V/m at 8 V. The depletion model contains no breakdown, so this field must be compared with what the chosen semiconductor can bear.

**(g) What do a parallel stray capacitance Cₛ = 1 pF and a large oscillation amplitude do to the tuning?**

The stray capacitance adds to CA in (5), so

fₛ = f/√(1 + Cₛ/(CA)).

At 0 V the diode capacitance is large and f falls by 0.8%. At 8 V the factor is 1/√(1 + 1/2.45) = 0.843, and f falls from 101.7 to 85.7 MHz. The line bends downwards: the first 2 V raise the frequency by 19.4 MHz, the last 2 V by 13.4 MHz. If the layer and its doping law extend far enough for W to keep growing, CA → 0 at still higher bias and fₛ approaches the constant 1/[2π√(LCₛ)]. With this doping profile, linear tuning thus requires Cₛ ≪ CA at the highest bias used.

Equation (5) also assumes that C is constant during a cycle. For a large swing the relation between charge and voltage is curved, and the frequency depends on amplitude. Numerical integration of the circuit at a 4 V bias, released from rest with the reverse voltage on the diode raised by 1 V, gives 60.67 MHz instead of 60.73 MHz. The relative change is −0.10%.

**(h) At 300 K the thermal voltage is V_T = kT/q = 0.02585 V. Estimate, to leading order in V_T, how mobile electrons change f for m = −3/2. Let Vbi refer to neutral material of density N₀.**

Take a metal contact, so that holes and any drop on the contact side can be ignored. Electrons in equilibrium with the neutral layer have density n = N₀ exp(ψ/V_T), where ψ is the potential relative to neutral material of density N₀. Where n ≈ N = N₀(x/x₀)^(−3/2),

ψ = −(3/2)V_T ln(x/x₀),   dψ/dx = −(3/2)V_T/x.

There are three changes to (1). First, the total potential rise up to W becomes V + Vbi − (3/2)V_T ln(W/x₀).

Second, the field at W is no longer zero. In the sign convention of (a), E = dψ/dx, so E(W) = −(3/2)V_T/W. This constant, added across the depleted width, contributes −(3/2)V_T to the rise.

Third, the edge is smeared. Treat N as uniform across the thin edge, and let s be the potential relative to the neutral side. Poisson's equation is s″ = −(qN/ε)(1 − exp(s/V_T)). Multiplying by s′ and integrating from the neutral side, where s = s′ = 0, gives

(s′)²/2 = (qN/ε)[−s − V_T + V_T exp(s/V_T)].

Deep in the depleted region the exponential is negligible. A sharp edge with the same field would have (s′)²/2 = (qN/ε)(−s), so smearing adds V_T to the drop.

Let M = (q/ε)∫₀ᵂ xN dx. Collecting the terms,

V + Vbi − (3/2)V_T ln(W/x₀) = M − (3/2)V_T + V_T,

M = V + Vbi + V_T[1/2 − (3/2) ln(W/x₀)].

The capacitance is still ε/W at this order. The contact charge is Q = εE(0) = q∫₀ᵂ N dx − (3/2)εV_T/W, so

dQ = [qN(W) + (3/2)εV_T/W²] dW,

dV = [(q/ε)WN(W) + (3/2)V_T/W] dW = (W/ε) dQ.

M therefore replaces V + Vbi in (7), and

f ≈ K{V + Vbi + δ + V_T[1/2 − (3/2) ln(W/x₀)]}.

At 4 V, W/x₀ = 15.47 and the correction is 0.02585 × (0.5 − 4.11) = −0.093 V, or −0.96 MHz. This predicts 59.8 MHz, as does the numerical solution of Poisson's equation with mobile electrons. At 0 V the estimate is −0.06 MHz and the numerical shift −0.08 MHz, a difference of 0.02 MHz. A p⁺ contact adds terms of the same order in V_T, from the drop on the p side and from holes spilling into the n layer. With 10¹⁹ acceptors per cm³ and the same Vbi, the numerical shifts become −0.69 MHz at 0 V and −1.39 MHz at 4 V.

For the metal contact at the biases 0, 2, 4, 6 and 8 V, the largest change relative to the depletion model is 1.6%. It falls to 0.16% when V_T is reduced tenfold, as a correction of first order in V_T should. Because the logarithm varies slowly, most of the change alters the slope and intercept. The largest departure from a straight line fitted to these five points is 0.14 MHz, against 2.1 MHz for the 1 pF stray capacitance; with bias steps of 0.25 V the values are 0.20 and 2.7 MHz. Of these two effects, the stray capacitance is the greater threat to linear tuning. A real layer has further limits, because the doping at the 8 V edge is only 1.75 × 10¹⁴ cm⁻³. A uniform background of 10¹⁴ donors per cm³ lowers f at 8 V from 101.7 to 92.0 MHz and gives a five-point departure of 1.7 MHz. The undepleted, lightly doped part also adds series resistance: for a mobility of 1350 cm²/(V s) and a layer ending at the 8 V edge, it is about 4.6 Ω at 0 V, a quality factor near 27.

Calculated quantities

```
Exponents measured from dQ/dV (dimensionless)
m= 1.00 pure   C: -0.33333  f:  0.16667
m= 0.00 pure   C: -0.50000  f:  0.25000
m=-0.50 pure   C: -0.66667  f:  0.33333
m= 1.00 capped C: -0.33333  f:  0.16667
m=-1.00 capped C: -1.00000  f:  0.50000
m=-1.50 capped C: -2.00000  f:  1.00000
m=-1.70 capped C: -3.33333  f:  1.66667
Model diode, m = -3/2
relative permittivity = 12.0
N0 = 5.00e+16 cm^-3
x0 = 0.100 um
Vbi = 0.800 V
area = 1.00e-03 cm^2
inductance = 1.000 uH
stray capacitance = 1.000 pF
temperature = 300.0 K
thermal voltage = 0.02585 V
voltage scale u = 0.75396 V
offset delta = 1.13095 V
Vbi + delta = 1.93095 V
frequency slope = 10.2394 MHz/V
maximum field at 8 V = 2.033e+07 V/m
V(V)  W(um)   C(pF)   f(MHz)  f_stray(MHz) f_electrons(MHz)
  0   0.1640   64.796   19.772     19.621       19.691
  2   0.6796   15.635   40.251     39.022       39.618
  4   1.5470    6.868   60.729     56.739       59.773
  6   2.7662    3.841   81.208     72.336       80.021
  8   4.3373    2.450  101.687     85.690      100.322
Largest departure from a fitted straight line
depletion model: 0.000000 MHz
with stray capacitance: 2.082 MHz
with mobile electrons: 0.139 MHz
Largest frequency change due to mobile electrons
at 300 K: 1.575 percent
at one tenth thermal voltage: 0.158 percent
Circuit at 4 V, displaced 0.01 V: 60.7293 MHz
Circuit at 4 V, displaced 1 V: 60.6710 MHz
Relative amplitude shift = -0.0960 percent
```
